\section*{Two-Photon Absorption Rates for One Beam and for Two Beams, part 2}

An atom with stationary states $|j\rangle$ of energy $E_j$ is excited from $|g\rangle$ to $|f\rangle$ by absorbing two photons. We compare the rate for one photon from each of two beams with that for both photons from one beam. SI units are used. We write $\omega_{jl}=(E_j-E_l)/\hbar$; $\mathbf d$ is the electric dipole operator, and $c_j$, $c_f$ are interaction-picture state amplitudes. Beam $k=1,2$ has angular frequency $\omega_k$, real linear polarization vector $\mathbf e_k$ and cycle-averaged intensity $I_k$; a single beam has $\omega$, $\mathbf e$ and $I$.

The amplitude with both absorption orders is
\begin{equation}
\begin{split}
M(1,2)=\sum_j\Big[&\frac{\langle f|\mathbf d\cdot\mathbf e_2|j\rangle\langle j|\mathbf d\cdot\mathbf e_1|g\rangle}{E_j-E_g-\hbar\omega_1}\\
&+\frac{\langle f|\mathbf d\cdot\mathbf e_1|j\rangle\langle j|\mathbf d\cdot\mathbf e_2|g\rangle}{E_j-E_g-\hbar\omega_2}\Big].
\end{split}
\label{eq:M}
\end{equation}
With one order it is
\begin{equation}
S(\omega)=\sum_j\frac{\langle f|\mathbf d\cdot\mathbf e|j\rangle\langle j|\mathbf d\cdot\mathbf e|g\rangle}{E_j-E_g-\hbar\omega},
\label{eq:S}
\end{equation}
and
\begin{equation}
M(1,1)=2S(\omega).
\label{eq:M2S}
\end{equation}

The line profile $g(\omega)$ satisfies $\int g(\omega)\,d\omega=1$. With $\omega_\Sigma$ the sum of the absorbed frequencies, an effective coupling $V_{\rm eff}$ gives the golden rule
\begin{equation}
W=\frac{2\pi}{\hbar^2}|V_{\rm eff}|^2g(\omega_\Sigma).
\label{eq:golden}
\end{equation}
$W$ counts excitation events per atom and unit time. For a static line, the pulse duration $T$ must be long compared with the inverse line width, with $|V_{\rm eff}|T/\hbar\ll1$. No intermediate state may be resonant, and light shifts must be small compared with the line width.

For photon numbers $n_1,n_2$ in two modes, $|V_{\rm eff}|^2\propto n_1n_2|M(1,2)|^2$; for $n$ photons in one mode, $|V_{\rm eff}|^2\propto n(n-1)|S|^2$. Coherent light of mean $\bar n$ has $\langle n(n-1)\rangle=\bar n^2$.

The two-beam rate is
\begin{equation}
W_{12}=\frac{2\pi}{\hbar^2}\frac{I_1I_2}{4\varepsilon_0^2c^2}|M(1,2)|^2g(\omega_1+\omega_2)
=\frac{\pi I_1I_2}{2\hbar^2\varepsilon_0^2c^2}|M(1,2)|^2g(\omega_1+\omega_2).
\label{eq:W12}
\end{equation}
For one coherent beam,
\begin{equation}
W_{11}=\frac{2\pi}{\hbar^2}\frac{I^2}{4\varepsilon_0^2c^2}\frac{|M(1,1)|^2}{4}g(2\omega)
=\frac{\pi I^2}{8\hbar^2\varepsilon_0^2c^2}|M(1,1)|^2g(2\omega).
\label{eq:W11}
\end{equation}

\subsection{The same factors from classical fields}

The factors can also be followed in a classical field,
\begin{equation}
\mathbf E(t)=\mathbf e_1E_1\cos\omega_1t+\mathbf e_2E_2\cos\omega_2t .
\label{eq:classical}
\end{equation}
Absorption comes from the parts $\tfrac12E_ke^{-i\omega_kt}$. The parts with $e^{+i\omega_kt}$ do not contribute to the resonance at the sum of two frequencies in second order. Write $d^{(k)}_{jl}=\langle j|\mathbf d\cdot\mathbf e_k|l\rangle$. For slowly switched fields, the first-order amplitude is
\begin{equation}
c_j=\sum_k\frac{E_k}{2}\,\frac{d^{(k)}_{jg}}{E_j-E_g-\hbar\omega_k}\,
e^{i(\omega_{jg}-\omega_k)t}.
\end{equation}
The field acts a second time through frequency $\omega_l$:
\begin{equation}
i\hbar\dot c_f=-\sum_{k,l}\frac{E_kE_l}{4}
\sum_j\frac{d^{(l)}_{fj}d^{(k)}_{jg}}{E_j-E_g-\hbar\omega_k}
e^{i(\omega_{fg}-\omega_k-\omega_l)t}.
\label{eq:ordered}
\end{equation}
The pairs $(k,l)$ are ordered. The frequency $\omega_1+\omega_2$ receives the two pairs $(1,2)$ and $(2,1)$, whereas $2\omega_1$ receives the single pair $(1,1)$. The couplings are therefore
\begin{equation}
|V_{12}|=\frac{E_1E_2}{4}|M(1,2)|,\qquad
|V_{11}|=\frac{E_1^2}{4}|S(\omega_1)|=\frac{E_1^2}{8}|M(1,1)|.
\label{eq:Vclass}
\end{equation}
The intensity of each beam alone is $I_k=\tfrac12\varepsilon_0cE_k^2$. Substituting $E_k^2=2I_k/(\varepsilon_0c)$ gives
\begin{equation}
|V_{12}|^2=\frac{I_1I_2}{4\varepsilon_0^2c^2}|M(1,2)|^2,\qquad
|V_{11}|^2=\frac{I_1^2}{16\varepsilon_0^2c^2}|M(1,1)|^2,
\end{equation}
and the golden rule returns \eqref{eq:W12} and \eqref{eq:W11}. The classical origin of the extra factor is the cross term in $(E_1+E_2)^2=E_1^2+2E_1E_2+E_2^2$.

\subsection{What the factor of four compares}

Let the beams have the same polarization and nearly equal frequencies $\bar\omega\pm b/2$. Expanding the two terms of \eqref{eq:M} about $\bar\omega$ gives
\begin{equation}
M(1,2)=S(\bar\omega+b/2)+S(\bar\omega-b/2)=2S(\bar\omega)+O(b^2).
\end{equation}
The terms linear in $b$ cancel. If $\hbar b$ is small compared with every important energy denominator, $M(1,2)$ may be replaced by $M(1,1)$. Write the one-beam rate as $W_{11}=AI^2$. At the same value of the line profile,
\begin{equation}
W_{12}=4AI_1I_2 .
\label{eq:four}
\end{equation}
For $I_1=I_2=I$ the cross rate is four times the rate from either beam alone. For widely different frequencies the ratio also contains $|M(1,2)/M(1,1)|^2$ and need not be near four.

Two photons in number states give a different ratio. With one photon in each of two nearly degenerate modes, the squared coupling is proportional to $|2S|^2=4|S|^2$. With both photons in one mode it is proportional to $2|S|^2$, because $n(n-1)=2$. The ratio is two. The ratio of four compares two coherent beams of intensity $I$ with one coherent beam of intensity $I$. The number-state comparison differs in two ways. It keeps the total photon number fixed, which for coherent beams would give $4A(I/2)^2/(AI^2)=1$. It also replaces $\bar n^2=4$ by $n(n-1)=2$ in the one-mode case, which raises the ratio from one to two.

\subsection{Total rate when each beam can also act alone}

The cross rate is the whole answer when $\omega_1+\omega_2$ lies on the line while $2\omega_1$ and $2\omega_2$ lie far outside it. If $b$ is much smaller than the line width, all three sums lie on the line. With a common $S$, the final state is then driven by
\begin{equation}
\frac S4\left(E_1^2e^{-2i\omega_1t}+2E_1E_2e^{-i(\omega_1+\omega_2)t}
+E_2^2e^{-2i\omega_2t}\right).
\label{eq:three}
\end{equation}
Over a time long compared with $1/b$, the products of different terms average to zero. The squares remain:
\begin{equation}
\overline W=A\left(I_1^2+4I_1I_2+I_2^2\right).
\label{eq:total}
\end{equation}
For equal beams the three final frequencies carry weights $1:4:1$.

The same result follows from the beating intensity,
\begin{equation}
I(t)=I_1+I_2+2\sqrt{I_1I_2}\cos(bt+\phi).
\end{equation}
Since the cosine has mean zero and its square has mean one half,
\begin{equation}
\overline{I^2}=(I_1+I_2)^2+2I_1I_2=I_1^2+I_2^2+4I_1I_2 .
\label{eq:beat}
\end{equation}
The additional $2I_1I_2$ beyond $(I_1+I_2)^2$ comes from the beats, because a quadratic process gains more at the maxima than it loses at the minima. Two equal close beams give $6AI^2$. One coherent beam of intensity $2I$ gives $A(2I)^2=4AI^2$. The ratio is $3/2$.

If the frequencies are equal and the phase difference $\phi$ at the atom is fixed, there is no beat to average over. For parallel polarizations the fields must be added first, and the rate is
\begin{equation}
W(\phi)=A\left(I_1+I_2+2\sqrt{I_1I_2}\cos\phi\right)^2 .
\label{eq:phase}
\end{equation}
For equal beams it ranges from zero to $16AI^2$. Two crossing or counterpropagating beams produce phases that vary with position. Averaging \eqref{eq:phase} uniformly over $\phi$ again gives \eqref{eq:total}. Thus ``distinguishable'' means here that the self terms and the cross term do not interfere in the measured average. A difference in polarization does not by itself ensure this: coherent beams of equal frequency and fixed phase can still drive the same atomic state with interfering amplitudes.

\subsection{Photon loss and attenuation}

Let $N$ be the number of atoms per volume. Each event in one beam removes the energy $2\hbar\omega$, so
\begin{equation}
\frac{dI}{dz}=-2\hbar\omega NW_{11}=-\beta I^2,\qquad \beta=2\hbar\omega NA .
\label{eq:beta}
\end{equation}
A cross event removes one photon from each beam. For nearly equal frequencies, \eqref{eq:four} gives the cross contribution
\begin{equation}
\left(\frac{dI_1}{dz}\right)_{\rm cross}=-\hbar\omega N(4AI_1I_2)=-2\beta I_1I_2 .
\label{eq:crossloss}
\end{equation}
The excitation rate has a factor of four, while the loss coefficient of one beam has a factor of two. They agree because the energy of each cross event is shared by two beams. When the self terms also act, adding the losses of both beams gives
\begin{equation}
\frac{d(I_1+I_2)}{dz}=-\beta\left(I_1^2+I_2^2+4I_1I_2\right),
\end{equation}
which is $-2\hbar\omega N$ times \eqref{eq:total}. This form is for beams travelling in the same direction, and for close beams it gives the loss at the entrance or in a thin sample. Deeper in, the medium follows the beat, the maxima are depleted first and sidebands at $2\omega_1-\omega_2$ and $2\omega_2-\omega_1$ appear. Without dispersion $I(t,z)=I(t,0)/[1+\beta zI(t,0)]$. For two equal beams of entrance intensity $I$ at $\beta Iz=1$ its mean is $(1-1/\sqrt5)I=0.553I$, whereas integrating the equation above gives $0.500I$.

A cross section also needs a stated convention. With photon flux $\Phi=I/\hbar\omega$, the photon-loss cross section $\delta$ is defined by $d\Phi/dz=-N\delta\Phi^2$. Since two photons disappear per event,
\begin{equation}
\delta=\frac{2W_{11}}{\Phi^2}.
\label{eq:delta}
\end{equation}
A cross section defined by $W_{11}=\sigma\Phi^2$ is half as large. The unit GM is $10^{-50}\,\mathrm{cm^4\,s}$ per photon.

One more factor of two enters when a single laser is scanned. The profile is $g(2\omega)$, so its width on the scale of $\omega$ is half the width of the transition, and $\int g(2\omega)\,d\omega=\tfrac12$.

\subsection{Interference of the two orderings}

Suppose one intermediate state dominates and both polarizations are the same. Let $\Delta E=E_f-E_g$, $a=(E_j-E_g)/\Delta E$ and $x=\hbar\omega_1/\Delta E$. On resonance $\hbar\omega_2=(1-x)\Delta E$. The two denominators combine as
\begin{equation}
\frac1{a-x}+\frac1{a-1+x}=\frac{2a-1}{(a-x)(a-1+x)} .
\label{eq:interference}
\end{equation}
If the intermediate energy lies between the two photon energies, the terms on the left have opposite signs. If it lies above both or below both, they have the same sign. At $a=\tfrac12$ they cancel for every $x\ne\tfrac12$. For $a$ well away from $\tfrac12$, the first term dominates near $x=a$, but there the finite width of the intermediate state must be included and real population of that state can appear.

\subsection{Worked example: an electron in a box}

Take one electron in a one-dimensional box with hard walls and length $L=1.0$ nm. The levels are $E_n=n^2E_1$, with $E_1=h^2/(8m_eL^2)=0.3760$ eV. We excite level 1 to level 3, an energy of 3.0082 eV, with light polarized along the box.

With $x$ now the distance from one wall and $\psi_n=\sqrt{2/L}\sin(n\pi x/L)$, the product of two sines is a difference of cosines. For odd $p$,
\begin{equation}
\int_0^Lx\cos\frac{p\pi x}{L}\,dx=-\frac{2L^2}{\pi^2p^2},
\end{equation}
and for nonzero even $p$ the integral vanishes. Hence, for $n+m$ odd,
\begin{equation}
\begin{split}
x_{nm}&=-\frac{2L}{\pi^2}\left[\frac1{(n-m)^2}-\frac1{(n+m)^2}\right]\\
&=-\frac{8nmL}{\pi^2(n^2-m^2)^2}.
\end{split}
\end{equation}
Moving the origin to the centre changes no off-diagonal element and makes the diagonal ones zero. The intermediate levels are therefore even-numbered. The largest contribution comes from level 2, which lies 1.1281 eV above level 1, with $x_{12}=-0.18013$ nm and $x_{23}=-0.19454$ nm.

For one beam, $\hbar\omega=1.5041$ eV. Level 2 contributes
\begin{equation}
\frac{(-0.18013)(-0.19454)}{1.1281-1.5041}=-0.0932\ \frac{e^2\,\mathrm{nm^2}}{\mathrm{eV}} .
\end{equation}
Summing numerically over levels up to 80 gives $S=-0.0925$ and $M(1,1)=-0.1850$ in the same unit.

For two colours we choose photon energies of 0.9025 and 2.1058 eV, which are 30\% and 70\% of the transition energy. Level 2 lies between them. The same sum over levels gives $0.1559$ when photon 1 is absorbed first and $-0.0350$ when photon 2 is first. Their sum is
\begin{equation}
M(1,2)=0.1559-0.0350=0.1209\ \frac{e^2\,\mathrm{nm^2}}{\mathrm{eV}} .
\end{equation}

Each beam has intensity $10^8\,\mathrm{W/cm^2}$ and field amplitude $2.745\times10^7$ V/m, or 0.02745 V/nm. Equation \eqref{eq:Vclass} gives
\begin{align}
|V_{11}|&=\frac{(0.02745)^2(0.1850)}8=1.742\times10^{-5}\ \mathrm{eV},\\
|V_{12}|&=\frac{(0.02745)^2(0.1209)}4=2.277\times10^{-5}\ \mathrm{eV}.
\end{align}
The line is chosen to be Lorentzian with full width $\gamma=0.020$ eV. Its peak value is $g=2\hbar/(\pi\gamma)=2.095\times10^{-14}$ s, and at the peak the golden rule becomes
\begin{equation}
W=\frac{2\pi}{\hbar^2}|V|^2\frac{2\hbar}{\pi\gamma}=\frac{4|V|^2}{\hbar\gamma}.
\end{equation}
With $\hbar=6.582\times10^{-16}$ eV s,
\begin{align}
W_{11}&=\frac{4(1.742\times10^{-5})^2}{(6.582\times10^{-16})(0.020)}
=9.22\times10^7\ \mathrm{s^{-1}},\\
W_{12}&=\frac{4(2.277\times10^{-5})^2}{(6.582\times10^{-16})(0.020)}
=1.58\times10^8\ \mathrm{s^{-1}}.
\end{align}
The ratio is 1.71 instead of four because the amplitude has changed: $4(0.1209/0.1850)^2=1.71$. Keeping only the larger ordering would give $2.62\times10^8\,\mathrm{s^{-1}}$, or 1.66 times the full two-colour rate.

Now take two close beams near 1.5041 eV, each with the same intensity as before and with a frequency difference well below the line width. Their cross rate is $3.69\times10^8\,\mathrm{s^{-1}}$, which is $4W_{11}$. Adding the two self terms gives $5.53\times10^8\,\mathrm{s^{-1}}$ in the limit of small $b$. The self terms are detuned by $b$, so at $\hbar b=\gamma/10$ the total is $5.46\times10^8\,\mathrm{s^{-1}}$. One coherent beam of doubled intensity gives $3.69\times10^8\,\mathrm{s^{-1}}$, so the ratio is 1.5, as \eqref{eq:beat} requires.

The one-beam photon flux is $4.150\times10^{26}\,\mathrm{cm^{-2}\,s^{-1}}$. Equation \eqref{eq:delta} gives
\begin{equation}
\delta=\frac{2(9.22\times10^7)}{(4.150\times10^{26})^2}
=1.07\times10^{-45}\ \mathrm{cm^4\,s},
\end{equation}
or $1.07\times10^5$ GM. This is a peak value for aligned boxes and is inversely proportional to the chosen line width.

Both couplings are far below the line width, and the nearest intermediate detuning, $1.1281-0.9025=0.2256$ eV, is about eleven line widths. The light-shift terms with this detuning, such as $(0.18013\times0.02745/2)^2/0.2256=2.7\times10^{-5}$ eV for level 1, are also far below the line width. For the one-beam and two-colour cases, with level 2 taken as sharp and the line as a static spread, the rate description is therefore consistent for pulse durations $T$ with $\hbar/\gamma\ll T\ll\hbar/|V|$, where $\hbar/\gamma=3.3\times10^{-14}$ s, $\hbar/|V_{11}|=3.8\times10^{-11}$ s and $\hbar/|V_{12}|=2.9\times10^{-11}$ s. The sharpness of level 2 is an essential assumption. If the transition from level 1 to level 2 also has a Lorentzian width $\gamma$, one-photon absorption in its wing occurs at the rate $|V|^2\gamma/(\hbar\Delta^2)$, with $|V|=0.18013\times0.02745/2=2.47\times10^{-3}$ eV and detuning $\Delta$. This is $1.3\times10^9\,\mathrm{s^{-1}}$ for one beam, about $14W_{11}$, and $3.8\times10^9\,\mathrm{s^{-1}}$ for the two colours together, about $24W_{12}$. A detuning of eleven line widths does not then make linear absorption negligible at this intensity. The model omits electron spin, vibrations and local-field corrections.

All numerical values are calculated from the stated model.
